\section*{The Spin-Orbit Matrix Element of a Pseudopotential Between Plane Waves}

\section*{From the pseudopotential to the matrix element}

A plane-wave calculation that keeps only the spin-averaged part of a pseudopotential puts all six $p$-like spin states of a cubic crystal at $\mathbf k=0$ at one energy. The separation into a group of four and a group of two is lost. If the spin-orbit term is included with the wrong sign, the separation returns upside down: to first order in that term the two groups exchange their order, so that in the example worked below the pair that should lie below the group of four lies above it. Both faults are avoided once the operator $\mathbf L\cdot\mathbf S$ has been turned into a matrix element between two plane waves, with its sign tied to a stated order of the waves. This takes some care, because a plane wave is not an eigenfunction of angular momentum. Unless its wave vector is zero, it contains every $l$, and $\mathbf L$ acts on each part differently.

Rydberg atomic units are used. Lengths are in bohr, energies in Ry, and the kinetic energy of a plane wave with wave vector $\mathbf K$ is $K^2$. The operators $\mathbf L$ and $\mathbf S$ are measured in units of $\hbar$, so that $\mathbf S=\boldsymbol\sigma/2$ with the Pauli matrices $\boldsymbol\sigma$. A hat on a vector denotes the unit vector along it.

A norm-conserving pseudopotential built from a relativistic atom has a separate radial potential for each pair $(l,j)$, where $j=l\pm\tfrac12$ is the total angular momentum. Write these potentials as $V_l^{+}(r)$ for $j=l+\tfrac12$ and $V_l^{-}(r)$ for $j=l-\tfrac12$. They are taken to be local in the radius $r$, measured from the nucleus, and they act through projectors $\Pi_l^{\pm}$ on the spin-angular functions of given $l$ and $j$:
\begin{equation}
V=\sum_l\left[V_l^{+}(r)\,\Pi_l^{+}+V_l^{-}(r)\,\Pi_l^{-}\right].
\end{equation}
The same operator can be written with $\mathbf L\cdot\mathbf S$. Squaring $\mathbf J=\mathbf L+\mathbf S$ gives $J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S$, since $\mathbf L$ and $\mathbf S$ commute. On a state of given $l$ and $j$, therefore,
\begin{equation}
\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].
\end{equation}
For $j=l+\tfrac12$ we have $j(j+1)=l^2+2l+\tfrac34$, and the eigenvalue is $l/2$. For $j=l-\tfrac12$ we have $j(j+1)=l^2-\tfrac14$, and the eigenvalue is $-(l+1)/2$. We look for two radial functions $\bar V_l$ and $V_l^{\rm so}$ such that $\bar V_l+V_l^{\rm so}\,\mathbf L\cdot\mathbf S$ has the right value in both cases:
\begin{align}
\bar V_l+\frac l2\,V_l^{\rm so}&=V_l^{+},\\
\bar V_l-\frac{l+1}{2}\,V_l^{\rm so}&=V_l^{-}.
\end{align}
Subtracting the second equation from the first leaves $\tfrac12(2l+1)V_l^{\rm so}=V_l^{+}-V_l^{-}$. Putting this back into the first equation gives $\bar V_l$. Hence
\begin{equation}
V_l^{\rm so}=\frac{2\,(V_l^{+}-V_l^{-})}{2l+1},\qquad
\bar V_l=\frac{(l+1)V_l^{+}+l\,V_l^{-}}{2l+1}.
\label{eq:split}
\end{equation}
The weights in $\bar V_l$ are proportional to the numbers of states, $2l+2$ and $2l$, so $\bar V_l$ is the average over all spin states of the shell. For $l=0$ the single value $j=\tfrac12$ occurs, $\mathbf L\cdot\mathbf S$ vanishes, and there is no spin-orbit term. Far from the nucleus $V_l^{+}$ and $V_l^{-}$ both approach the Coulomb potential of the same ionic charge. This common tail cancels in $V_l^{\rm so}$. A weak relativistic remainder outside the core, of order $\alpha^2$ in the fine-structure constant $\alpha$, is neglected here, and $V_l^{\rm so}$ is taken to be confined to the core region.

Let $\mathcal P_l$ be the projector on orbital angular momentum $l$; the script letter distinguishes it from the Legendre polynomial $P_l$. The spin-orbit part of the pseudopotential is
\begin{equation}
V_{\rm so}=\sum_{l\ge1}V_l^{\rm so}(r)\,\mathcal P_l\,\mathbf L\cdot\mathbf S .
\end{equation}
The order of the three factors does not matter, because $\mathbf L$ commutes with functions of $r$ and with $\mathcal P_l$.

Now place the nucleus at $\boldsymbol\tau$ and write $\mathbf r=\boldsymbol\tau+\mathbf x$. Both $\mathcal P_l$ and $\mathbf L=-i\,\mathbf x\times\nabla$ refer to the nucleus, and the radius in the potential is $x=|\mathbf x|$. The plane waves are $\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$, normalized in a volume $\Omega$ that contains the core region. We leave the spin states open, so that the matrix element is itself a $2\times2$ matrix in spin space:
\begin{equation}
\langle\mathbf K|V_{\rm so}|\mathbf K'\rangle
=\frac{e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau}}{\Omega}
\sum_{l\ge1}\int d^3x\;e^{-i\mathbf K\cdot\mathbf x}\,
V_l^{\rm so}(x)\,\mathcal P_l\,\mathbf L\cdot\mathbf S\;e^{i\mathbf K'\cdot\mathbf x}.
\label{eq:start}
\end{equation}
The phase in front comes from $e^{-i\mathbf K\cdot\boldsymbol\tau}$ in the bra and $e^{i\mathbf K'\cdot\boldsymbol\tau}$ in the ket.

To apply $\mathcal P_l$ we need the part of a plane wave with angular momentum $l$. With $u=\hat{\mathbf K}\cdot\hat{\mathbf x}$ and $\rho=Kx$, the wave $e^{i\rho u}$ can be expanded in Legendre polynomials as $\sum_l c_l(\rho)P_l(u)$. Since $\nabla^2e^{i\mathbf K\cdot\mathbf x}=-K^2e^{i\mathbf K\cdot\mathbf x}$, each $c_l$ obeys the radial equation of a free particle. It is finite at the origin, and so it is a multiple of the spherical Bessel function $j_l(\rho)$. The multiple follows from the lowest power of $\rho$. The orthogonality of the polynomials gives
\begin{equation}
c_l(\rho)=\frac{2l+1}{2}\int_{-1}^{1}P_l(u)\,e^{i\rho u}\,du .
\end{equation}
In the power series of the exponential, the first term that survives is the one with $u^l$, because $P_l$ is orthogonal to all lower powers. With $\int_{-1}^{1}u^lP_l(u)\,du=2\,l!/(2l+1)!!$ this term is $c_l\simeq(2l+1)\,i^l\rho^l/(2l+1)!!$. The Bessel function starts as $j_l\simeq\rho^l/(2l+1)!!$. Therefore
\begin{equation}
e^{i\mathbf K\cdot\mathbf x}=\sum_l(2l+1)\,i^l\,j_l(Kx)\,P_l(\hat{\mathbf K}\cdot\hat{\mathbf x}).
\label{eq:rayleigh}
\end{equation}

We also need the addition theorem for the spherical harmonics $Y_{lm}$,
\begin{equation}
P_l(\hat{\mathbf a}\cdot\hat{\mathbf b})=\frac{4\pi}{2l+1}\sum_{m=-l}^{l}Y_{lm}(\hat{\mathbf a})\,Y_{lm}^{*}(\hat{\mathbf b}).
\label{eq:addition}
\end{equation}
It holds because the sum on the right does not change when both vectors are rotated together, and so depends on $\hat{\mathbf a}\cdot\hat{\mathbf b}$ alone. As a function of $\hat{\mathbf a}$ it has angular momentum $l$ and is symmetric about $\hat{\mathbf b}$, which makes it a multiple of $P_l$. At $\hat{\mathbf a}=\hat{\mathbf b}$ the sum is a constant whose integral over all directions is $2l+1$; the constant is $(2l+1)/4\pi$, and $P_l(1)=1$ fixes the factor.

By equation (\ref{eq:addition}), the term with index $l$ in (\ref{eq:rayleigh}) is the part that $\mathcal P_l$ keeps. The operator $\mathbf L$ does not change $l$, so the integral over directions selects the same $l$ from the bra. The bra supplies $(-i)^l$ and the ket $i^l$, and their product is one. Since $\mathbf L$ does not act on functions of $x$, the integral in (\ref{eq:start}) separates into a radial and an angular factor:
\begin{equation}
\langle\mathbf K|V_{\rm so}|\mathbf K'\rangle
=\frac{e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau}}{\Omega}
\sum_{l\ge1}(2l+1)^2F_l^{\rm so}(K,K')\,\mathbf A_l\cdot\mathbf S,
\label{eq:separated}
\end{equation}
with
\begin{align}
F_l^{\rm so}(K,K')&=\int_0^\infty x^2\,j_l(Kx)\,V_l^{\rm so}(x)\,j_l(K'x)\,dx,
\label{eq:F}\\
\mathbf A_l&=\int d\hat{\mathbf x}\;P_l(\hat{\mathbf K}\cdot\hat{\mathbf x})\,\mathbf L\,P_l(\hat{\mathbf K}'\cdot\hat{\mathbf x}).
\end{align}

The remaining task is the vector $\mathbf A_l$. Let $u'=\hat{\mathbf K}'\cdot\hat{\mathbf x}$. Differentiating $\hat{\mathbf K}'\cdot\mathbf x/x$ gives $\nabla u'=(\hat{\mathbf K}'-u'\hat{\mathbf x})/x$. The cross product with $\mathbf x$ removes the second term, and the chain rule then yields
\begin{equation}
\mathbf L\,P_l(\hat{\mathbf K}'\cdot\hat{\mathbf x})=-i\,(\hat{\mathbf x}\times\hat{\mathbf K}')\,P_l'(\hat{\mathbf K}'\cdot\hat{\mathbf x}),
\label{eq:LP}
\end{equation}
where $P_l'$ is the derivative of $P_l$ with respect to its argument. The integral could be attacked in this form, but there is a shorter way. Define the same kind of operator for the wave vector, $\mathbf L_{K'}=-i\,\mathbf K'\times\nabla_{K'}$. The scalar product treats its two vectors alike, so the same calculation with their roles exchanged gives, for any fixed unit vector $\hat{\mathbf n}$,
\begin{equation}
\mathbf L_{K'}\,P_l(\hat{\mathbf K}'\cdot\hat{\mathbf n})=-i\,(\hat{\mathbf K}'\times\hat{\mathbf n})\,P_l'(\hat{\mathbf K}'\cdot\hat{\mathbf n}).
\label{eq:LK}
\end{equation}
With $\hat{\mathbf n}=\hat{\mathbf x}$ this is the negative of (\ref{eq:LP}), because the cross product changes sign when its factors are exchanged. On this function, then, $\mathbf L=-\mathbf L_{K'}$. The reason is geometrical: turning $\mathbf x$ one way changes the angle between the vectors just as turning $\mathbf K'$ the other way does.

The operator $\mathbf L_{K'}$ does not touch the integration variable and can be taken outside:
\begin{equation}
\mathbf A_l=-\mathbf L_{K'}\int d\hat{\mathbf x}\;P_l(\hat{\mathbf K}\cdot\hat{\mathbf x})\,P_l(\hat{\mathbf K}'\cdot\hat{\mathbf x}).
\end{equation}
Insert (\ref{eq:addition}) for both polynomials. The orthonormality of the harmonics reduces the double sum to a single one, and (\ref{eq:addition}) is then used backwards:
\begin{equation}
\int d\hat{\mathbf x}\,P_l(\hat{\mathbf K}\cdot\hat{\mathbf x})P_l(\hat{\mathbf K}'\cdot\hat{\mathbf x})
=\left(\frac{4\pi}{2l+1}\right)^{2}\sum_mY_{lm}(\hat{\mathbf K})Y_{lm}^{*}(\hat{\mathbf K}')
=\frac{4\pi}{2l+1}P_l(\cos\gamma),
\label{eq:overlap}
\end{equation}
where $\cos\gamma=\hat{\mathbf K}\cdot\hat{\mathbf K}'$. Now apply (\ref{eq:LK}) with $\hat{\mathbf n}=\hat{\mathbf K}$. The minus sign in front of $\mathbf L_{K'}$ turns $-i$ into $+i$, and reversing the cross product restores the minus sign:
\begin{equation}
\mathbf A_l=\frac{4\pi}{2l+1}\,i\,(\hat{\mathbf K}'\times\hat{\mathbf K})\,P_l'(\cos\gamma)
=-\frac{4\pi i}{2l+1}\,(\hat{\mathbf K}\times\hat{\mathbf K}')\,P_l'(\cos\gamma).
\end{equation}
The two plane waves gave $(2l+1)^2$ in (\ref{eq:separated}), and the angular integral takes away one factor $2l+1$. The matrix element is
\begin{equation}
\boxed{\;
\langle\mathbf K|V_{\rm so}|\mathbf K'\rangle
=\frac{4\pi}{\Omega}\,e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau}
\sum_{l\ge1}F_l^{\rm so}(K,K')\left[-i(2l+1)P_l'(\cos\gamma)\,(\hat{\mathbf K}\times\hat{\mathbf K}')\cdot\mathbf S\right]\;}
\label{eq:main}
\end{equation}

For $l=1$ the sign can be seen without the detour through $\mathbf L_{K'}$. There $P_1(u)=u$ and $P_1'=1$, so (\ref{eq:LP}) leads to the integral of $-i(\hat{\mathbf K}\cdot\hat{\mathbf x})(\hat{\mathbf x}\times\hat{\mathbf K}')$ over directions. Since $\int\hat x_a\hat x_b\,d\hat{\mathbf x}=(4\pi/3)\delta_{ab}$, the factor $\hat{\mathbf K}\cdot\hat{\mathbf x}$ replaces $\hat{\mathbf x}$ in the cross product by $(4\pi/3)\hat{\mathbf K}$. The result is $-i(4\pi/3)\,\hat{\mathbf K}\times\hat{\mathbf K}'$, in agreement with the general expression.

The spin-averaged part needs no operator $\mathbf L$. Equation (\ref{eq:overlap}) alone supplies its angular factor, and
\begin{equation}
\langle\mathbf K|\bar V|\mathbf K'\rangle
=\frac{4\pi}{\Omega}\,e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau}
\sum_{l\ge0}(2l+1)\,\bar F_l(K,K')\,P_l(\cos\gamma),
\label{eq:scalar}
\end{equation}
where $\bar F_l$ is the integral (\ref{eq:F}) with $\bar V_l$ in place of $V_l^{\rm so}$. This element multiplies the unit matrix in spin space. The Coulomb tail does not cancel in $\bar V_l$. For $K=K'\neq0$ the product $x^2j_l(Kx)^2$ stays bounded and does not decay, so with a $1/x$ tail the integral $\bar F_l$ diverges logarithmically. Equation (\ref{eq:scalar}) is therefore used after a local potential that carries this tail has been separated and treated on its own. The same amount is then subtracted from $V_l^{+}$ and $V_l^{-}$; this makes $\bar V_l$ short-ranged and leaves $V_l^{\rm so}$ as it was.

\section*{Meaning, limits and a worked example}

The first half considered one atom at $\boldsymbol\tau$ and plane waves normalized in a volume $\Omega$. Its spin-orbit pseudopotential is $\sum_lV_l^{\rm so}(r)\mathcal P_l\,\mathbf L\cdot\mathbf S$, where $V_l^{\rm so}=2(V_l^{+}-V_l^{-})/(2l+1)$ and $V_l^{\pm}$ are the radial potentials for $j=l\pm\tfrac12$. The spin average is $\bar V_l=[(l+1)V_l^{+}+lV_l^{-}]/(2l+1)$. With $\cos\gamma=\hat{\mathbf K}\cdot\hat{\mathbf K}'$, the channel $l$ contributes to the element with bra $\mathbf K$ and ket $\mathbf K'$ the amount
\begin{equation}
M_l(\mathbf K,\mathbf K')=\frac{4\pi}{\Omega}e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau}
F_l^{\rm so}(K,K')\left[-i(2l+1)P_l'(\cos\gamma)(\hat{\mathbf K}\times\hat{\mathbf K}')\cdot\mathbf S\right],
\label{eq:M}
\end{equation}
where $F_l^{\rm so}=\int r^2j_l(Kr)V_l^{\rm so}(r)j_l(K'r)\,dr$. The spin-averaged element has $(2l+1)P_l(\cos\gamma)$ in place of the bracket and $\bar F_l$, formed with $\bar V_l$, in place of $F_l^{\rm so}$.

The factor $-i$ is what makes the operator Hermitian. Exchanging $\mathbf K$ and $\mathbf K'$ reverses the cross product, while complex conjugation reverses the sign of $i$. The phase is conjugated by either operation, $F_l^{\rm so}$ is real and symmetric, and $\mathbf S$ is Hermitian. Thus $M_l(\mathbf K',\mathbf K)=M_l(\mathbf K,\mathbf K')^\dagger$. A real factor in place of $-i$ would violate this. The factor $+i$ would not, so Hermiticity cannot reveal a wrong overall sign; the sign has to come from the derivation.

Time reversal turns $\mathbf K$ into $-\mathbf K$ and reverses the spin. The cross product of two reversed vectors is unchanged, and $\sigma_y\mathbf S^{*}\sigma_y=-\mathbf S$ compensates the conjugation of $-i$. Hence $M_l(-\mathbf K,-\mathbf K')=\sigma_yM_l(\mathbf K,\mathbf K')^{*}\sigma_y$, as is required of an interaction without a magnetic field.

The vector $\hat{\mathbf K}\times\hat{\mathbf K}'$ has length $\sin\gamma$ and stands normal to the plane of the two waves. A spin along this normal keeps its direction, and the bracket in (\ref{eq:M}) is then $\mp\tfrac i2(2l+1)P_l'(\cos\gamma)\sin\gamma$ for the two orientations. A spin lying in the plane is changed by the spin-orbit term. The spin-orbit term does not couple parallel or antiparallel waves, since $\sin\gamma=0$. Between these limits its angular dependence is that of the product $P_l'(\cos\gamma)\sin\gamma$, with
\begin{equation}
P_1'=1,\qquad P_2'=3\cos\gamma,\qquad P_3'=\tfrac32\,(5\cos^2\gamma-1).
\end{equation}
The $d$ part of the spin-orbit term therefore does not couple waves at right angles, and it changes sign there.

At first sight the unit vectors cause trouble when one wave vector goes to zero and its direction loses meaning. The radial integral removes the difficulty. For wave vectors small compared with the inverse range of $V_l^{\rm so}$ we may use $j_l(Kr)\simeq(Kr)^l/(2l+1)!!$, so $F_l^{\rm so}$ is proportional to $(KK')^l$. The $p$ channel dominates, provided that $\int r^4V_1^{\rm so}\,dr$ does not vanish. There $j_1(Kr)\simeq Kr/3$ and $F_1^{\rm so}\simeq(KK'/9)\int r^4V_1^{\rm so}\,dr$. For an atom at the origin this gives
\begin{equation}
M_1(\mathbf K,\mathbf K')\simeq-i\,\frac{4\pi}{3\Omega}\left[\int_0^\infty r^4V_1^{\rm so}(r)\,dr\right](\mathbf K\times\mathbf K')\cdot\mathbf S .
\end{equation}
The lengths $K$ and $K'$ have completed the unit vectors to full vectors, and the element goes smoothly to zero. If only $K$ is small, the same expansion applied to $j_l(Kr)$ alone makes $F_l^{\rm so}$ proportional to $K^l$ with $l\ge1$, while the bracket in (\ref{eq:M}) stays bounded, so the element again goes to zero for any $\mathbf K'$; the same holds with the two waves exchanged. In a program, the spin-orbit element with $\mathbf K=0$ or $\mathbf K'=0$ is set to zero; the spin-averaged element is not, because its $l=0$ part generally remains.

The angular result rests on the spherical symmetry of the potential about the nucleus. It does not need a potential local in $r$. If $V_l^{\rm so}(r)$ is replaced by a radial kernel $v_l(r,r')$, as in separable pseudopotentials, the angular steps are untouched and the radial integral becomes
\begin{equation}
F_l^{\rm so}(K,K')=\int_0^\infty\!\!\int_0^\infty r^2r'^2\,j_l(Kr)\,v_l(r,r')\,j_l(K'r')\,dr\,dr'.
\end{equation}
Spin-orbit coupling from a potential that is not spherical about the nucleus lies outside the formula.

In a crystal of $N$ cells the normalization volume is $N\Omega_c$, where $\Omega_c$ is the volume of one cell. The atoms equivalent to the one at $\boldsymbol\tau$ sit at $\boldsymbol\tau+\mathbf R$, with $\mathbf R$ a lattice vector, and their contributions differ by phases alone. The sum $\sum_{\mathbf R}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R}$ is unchanged if every $\mathbf R$ is shifted by one lattice vector, because of the periodic boundary conditions. The shift also multiplies the sum by a phase. The sum must then vanish unless that phase is one for every lattice vector, which means that $\mathbf K-\mathbf K'$ is a reciprocal lattice vector. In that case the sum is $N$, and
\begin{equation}
\frac{1}{N\Omega_c}\sum_{\mathbf R}e^{-i(\mathbf K-\mathbf K')\cdot\mathbf R}=\frac1{\Omega_c}.
\end{equation}
Equation (\ref{eq:M}) therefore holds for $\mathbf K=\mathbf k+\mathbf G$ and $\mathbf K'=\mathbf k+\mathbf G'$ with $\Omega$ read as the cell volume. The atoms within one cell are added, each with its own phase and radial integrals.

For a numerical example the radial potentials are taken as Gaussians, $V(r)=A\,e^{-r^2/w^2}$, because $F_l$ can then be found in closed form. The Fourier transform of this function at $\mathbf K-\mathbf K'$ is
\begin{equation}
\int d^3r\,e^{-i(\mathbf K-\mathbf K')\cdot\mathbf r}A\,e^{-r^2/w^2}
=A\,\pi^{3/2}w^3\,e^{-(K^2+K'^2)w^2/4}\,e^{z\cos\gamma},\qquad z=\tfrac12KK'w^2 .
\end{equation}
A potential that is the same in all channels is an ordinary local potential, so the transform must also equal $4\pi\sum_l(2l+1)F_lP_l(\cos\gamma)$. Multiply both expressions by $P_l(c)$, with $c=\cos\gamma$, and integrate over $c$. Since $\int_{-1}^{1}P_l^2\,dc=2/(2l+1)$, the sum becomes $8\pi F_l$, and
\begin{equation}
F_l=\frac{\sqrt\pi}{4}A\,w^3e^{-(K^2+K'^2)w^2/4}\,i_l(z),\qquad
i_l(z)=\frac12\int_{-1}^{1}P_l(c)\,e^{zc}\,dc .
\label{eq:gauss}
\end{equation}
The functions $i_l$ are the modified spherical Bessel functions. Elementary integration gives the two needed here:
\begin{equation}
i_1(z)=\frac{z\cosh z-\sinh z}{z^2},\qquad
i_2(z)=\frac{(z^2+3)\sinh z-3z\cosh z}{z^3}.
\end{equation}

Consider a simple cubic model crystal with lattice constant $a=8$ bohr and one atom per cell, at the origin. The numbers are round and stand for no material. The cell volume is $\Omega_c=512$ bohr$^3$, and the shortest reciprocal lattice vectors have length $q=2\pi/a=0.7854$ bohr$^{-1}$. All Gaussians have $w=1$ bohr. The $p$ potentials have amplitudes $-2.0$ Ry for $j=\tfrac32$ and $-2.3$ Ry for $j=\tfrac12$. Their average has amplitude $[2(-2.0)-2.3]/3=-2.1$ Ry, and the spin-orbit amplitude is $2(-2.0+2.3)/3=0.2$ Ry. It is positive because the potential for $j=\tfrac12$ is the deeper one.

Take first the element between $\mathbf K=q(1,0,0)$ and $\mathbf K'=q(1,1,0)$. The lengths are $0.7854$ and $1.1107$ bohr$^{-1}$, and the angle is $45^\circ$. Both $\cos\gamma$ and the $z$ component of $\hat{\mathbf K}\times\hat{\mathbf K}'$ are $0.7071$. Equation (\ref{eq:gauss}) gives $F_1^{\rm so}=8.268\times10^{-3}$ Ry bohr$^3$. For spin up along $z$ we have $S_z=\tfrac12$, and the $p$ part is
\begin{equation}
-i\,\frac{4\pi}{512}\,(8.268\times10^{-3})\times3\times1\times0.7071\times\tfrac12
=-2.152\times10^{-4}\,i\ \text{Ry}.
\end{equation}
To show the angular factor at work, add a $d$ spin-orbit term of amplitude $0.05$ Ry. Its radial integral is $F_2^{\rm so}=1.793\times10^{-4}$ Ry bohr$^3$, and $P_2'=3\cos\gamma=2.121$. The $d$ part is
\begin{equation}
-i\,\frac{4\pi}{512}\,(1.793\times10^{-4})\times5\times2.121\times0.7071\times\tfrac12
=-1.65\times10^{-5}\,i\ \text{Ry}.
\end{equation}
The sum is $-2.317\times10^{-4}\,i$ Ry for spin up and $+2.317\times10^{-4}\,i$ Ry for spin down. There is no spin flip, since the normal to the two waves is the $z$ axis.

The effect on energy levels appears in a small problem at $\mathbf k=0$. Keep the six waves $s\,q\,\hat{\mathbf e}_a$ with $s=\pm1$ and $a=x,y,z$, each with two spin states, and keep the $p$ channel alone. All have kinetic energy $q^2=0.61685$ Ry. Define $\bar\kappa=12\pi\bar F_1/\Omega_c$ and $\kappa=12\pi F_1^{\rm so}/\Omega_c$, with both radial integrals taken at $K=K'=q$. The unit vectors are $s\hat{\mathbf e}_a$ and $s'\hat{\mathbf e}_b$, so the potential has the elements
\begin{equation}
\langle s,a|V|s',b\rangle=ss'\Big[\bar\kappa\,\delta_{ab}-i\kappa\sum_c\varepsilon_{abc}S_c\Big],
\end{equation}
where $\varepsilon_{abc}$ is the antisymmetric symbol with $\varepsilon_{xyz}=1$. In the even combinations $(|{+},a\rangle+|{-},a\rangle)/\sqrt2$ the signs cancel, and these six states stay at $q^2$. In the odd combinations $(|{+},a\rangle-|{-},a\rangle)/\sqrt2$ the four terms add up, and with the factor $\tfrac12$ from normalization the bracket is multiplied by two.

The odd states vary as $\sin(qx)$, $\sin(qy)$ and $\sin(qz)$ and behave like $p_x$, $p_y$ and $p_z$ under the rotations of the cube. For $p$ functions, $L_z$ acting on $y$ gives $-ix$, and in general $\langle a|L_c|b\rangle=-i\varepsilon_{abc}$. The Hamiltonian of the odd states can thus be written
\begin{equation}
H_{\rm odd}=q^2+2\bar\kappa+2\kappa\,\mathbf L\cdot\mathbf S,
\end{equation}
with these $3\times3$ matrices for $\mathbf L$. The plane-wave elements have reassembled the operator from which they came. Its eigenvalues for $l=1$ are $\tfrac12$, four times, and $-1$, twice. Since $\bar V_1+\tfrac12V_1^{\rm so}=V_1^{+}$ and $\bar V_1-V_1^{\rm so}=V_1^{-}$, the levels are
\begin{equation}
E_{3/2}=q^2+\frac{24\pi}{\Omega_c}F_1^{+},\qquad
E_{1/2}=q^2+\frac{24\pi}{\Omega_c}F_1^{-},
\end{equation}
where $F_1^{\pm}$ is formed with $V_1^{\pm}$. Equation (\ref{eq:gauss}) gives $F_1^{+}=-0.06757$ and $F_1^{-}=-0.07771$ Ry bohr$^3$, and so
\begin{align}
E_{3/2}&=0.61685-\frac{24\pi}{512}\times0.06757=0.60690\ \text{Ry}\quad\text{(four states)},\\
E_{1/2}&=0.61685-\frac{24\pi}{512}\times0.07771=0.60541\ \text{Ry}\quad\text{(two states)}.
\end{align}
The splitting is $3\kappa$. With $F_1^{\rm so}=6.757\times10^{-3}$ Ry bohr$^3$ it is
\begin{equation}
E_{3/2}-E_{1/2}=\frac{36\pi}{512}\times6.757\times10^{-3}=1.493\times10^{-3}\ \text{Ry},
\end{equation}
or $20.3$ meV. With $+i$ in place of $-i$ the last term of $H_{\rm odd}$ would change sign, and the pair would lie above the group of four by the same amount.

These levels belong to the six-wave model and are not a converged band structure. The local potential and all other plane waves are missing. Waves of shorter wavelength would mix into the odd states and change their amplitude in the core region, and with it the size of the splitting. With the same $p$ channel alone and all 515 waves up to $|\mathbf G|=5q$, the splitting grows from $20.3$ to about $29$ meV. A $d$ spin-orbit term would change nothing within the six waves, because each pair is either collinear, with $\sin\gamma=0$, or at right angles, with $P_2'=0$.
